**Poles of the Green's function of the Hubbard dimer against poles of the two-electron resolvent**

For the two-electron ground state (energy $E_0$) of the Hubbard dimer with site energy $\varepsilon$, hopping $t$ and repulsion $U$, in Hartree atomic units, the one-particle Green's function $G(z)$ has poles at $E^{N+1}-E_0$ and $E_0-E^{N-1}$, whereas the resolvent $R_2(z)=(z-H_2)^{-1}$ has poles at the two-electron energies. With $c=\sqrt{U^2+16t^2}$ and $w_\pm=(1\pm4t/c)/2$, the bonding function $G_b$ has poles $\varepsilon+U/2+t\mp c/2$ with weights $w_\pm$, and the antibonding function $G_a$ has poles $\varepsilon+U/2-t\mp c/2$ with weights $w_\mp$. The program builds Jordan–Wigner matrices and, for random parameters, asserts the closed-form sector energies, ground-state amplitudes, $G(z)$ from linear solves, the self-energy, and $G=(z-h)^{-1}$ with the one-particle matrix $h$ at $U=0$ and for the vacuum. It also propagates states in time, extracts the number, positions and weights of poles by a matrix-pencil method, and asserts agreement with the closed forms, with a Simpson transform of the time signal, and with the Lehmann sum for an asymmetric dimer. Further assertions cover $H\to H+C$ (only $R_2$ moves), $\varepsilon\to\varepsilon+\delta$ ($G$ moves by $\delta$, $R_2$ by $2\delta$), an uncoupled second dimer, the accidental coincidence at $\varepsilon=0$, $U=3t$, the small-$t$ limit, and the frequency and weight of the correlation function of $D=n_1-n_2$. For $\varepsilon=-0.6$, $t=0.1$, $U=0.4$ Ha the output shows poles of $G_{11}$ at $-0.7828,-0.5828,-0.2172,-0.0172$ Ha and of ${\rm Tr}\,R_2$ at $-1.2828,-1.2000,-0.8000,-0.7172$ Ha, with a gap of $0.3657$ Ha ($9.95$ eV).

## Check in Python

```python
# Result under test (Hartree atomic units): for the N=2 ground state |0> (energy E0) of
#   H = eps*N - t sum_s (c1s+ c2s + h.c.) + U sum_i n_i,up n_i,dn
# G_ij(z) = -i int_0^inf exp(izt) <0|{c_i(t), c_j+}|0> dt has poles E(N+1)-E0 and E0-E(N-1),
# not the poles E(N) of the resolvent (z-H_N)^-1.  With c = sqrt(U^2+16t^2),
# w+- = (1 +- 4t/c)/2, em = eps+U/2, orbitals b,a = (c1 +- c2)/sqrt2:
#   G_b = w+/(z-em-t+c/2) + w-/(z-em-t-c/2),  G_a = w-/(z-em+t+c/2) + w+/(z-em+t-c/2)
#   Sigma_b,a = U/2 + (U^2/4)/(z-em-+3t).   Modes per dimer: 1up, 2up, 1dn, 2dn.
import numpy as np
from functools import reduce
from scipy.linalg import expm
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]

def annihilators(n):
    a, Z, I = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    return [reduce(np.kron, [Z]*j + [a] + [I]*(n-j-1)) for j in range(n)]

def dimer(c, e1, e2, t, U1, U2):
    n = [x.T @ x for x in c]
    hop = c[0].T @ c[1] + c[2].T @ c[3]
    return e1*(n[0]+n[2]) + e2*(n[1]+n[3]) - t*(hop+hop.T) + U1*n[0]@n[2] + U2*n[1]@n[3]

def sector(H, mask):
    idx = np.where(mask)[0]
    E, V = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros((len(H), len(idx))); full[idx] = V
    return E, full

def signal(H, psi, ci, cj, dt, n):      # <{c_i(t), c_j+}> by propagation only
    step = expm(-1j*dt*H)
    X = np.stack([psi, cj.T @ psi, cj @ psi], 1).astype(complex)
    s = np.empty(n, complex)
    for k in range(n):
        s[k] = X[:, 0].conj() @ ci @ X[:, 1] + X[:, 2].conj() @ ci @ X[:, 0]
        X = step @ X
    return s

DT, L = 2.0, 20
def pencil(s):                          # s_k = sum w exp(-i om k DT); pole count from the rank
    k = np.add.outer(np.arange(L), np.arange(L))
    A, S, Bh = np.linalg.svd(s[k])
    r = int(np.sum(S > 1e-9*S[0]))
    lam = np.linalg.eigvals((A[:, :r].conj().T @ s[k+1] @ Bh[:r].conj().T)/S[:r, None])
    om = np.sort(-np.angle(lam)/DT)
    w = np.linalg.lstsq(np.exp(-1j*DT*np.outer(np.arange(len(s)), om)), s, rcond=None)[0]
    return om, w.real

c4 = annihilators(4)
occ = [np.rint(np.diag(x.T @ x)).astype(int) for x in c4]
nup, ndn = occ[0]+occ[1], occ[2]+occ[3]
N = nup + ndn
for i in range(4):
    for j in range(4):
        assert np.allclose(c4[i]@c4[j].T + c4[j].T@c4[i], np.eye(16)*(i == j))
        assert np.allclose(c4[i]@c4[j] + c4[j]@c4[i], 0)
sym = lambda e, t, U: dimer(c4, e, e, t, U, U)
ground = lambda H: sector(H, N == 2)[1][:, 0]
g_poles = lambda H, op=c4[0]: pencil(signal(H, ground(H), op, op, DT, 2*L))

def r_poles(H):                         # poles of Tr (z-H_2)^-1 from Tr exp(-i H_2 t)
    idx = np.where(N == 2)[0]
    return pencil(np.array([np.trace(expm(-1j*DT*k*H[np.ix_(idx, idx)])) for k in range(2*L)]))

def G_solve(H, psi, z, modes=(0, 1)):
    E0, I = psi @ H @ psi, np.eye(len(H))
    return np.array([[psi @ c4[i] @ np.linalg.solve((z+E0)*I - H, c4[j].T @ psi)
                      + psi @ c4[j].T @ np.linalg.solve((z-E0)*I + H, c4[i] @ psi)
                      for j in modes] for i in modes])

def closed(e, t, U):
    c = np.hypot(U, 4*t); em = e + U/2
    return c, (1+4*t/c)/2, (1-4*t/c)/2, em

to_sites = lambda xb, xa: np.array([[xb+xa, xb-xa], [xb-xa, xb+xa]])/2
def G_closed(e, t, U, z):
    c, wp, wm, em = closed(e, t, U)
    return to_sites(wp/(z-em-t+c/2) + wm/(z-em-t-c/2), wm/(z-em+t+c/2) + wp/(z-em+t-c/2))

bu, au = (c4[0]+c4[1])/np.sqrt(2), (c4[0]-c4[1])/np.sqrt(2)
bd, ad = (c4[2]+c4[3])/np.sqrt(2), (c4[2]-c4[3])/np.sqrt(2)
vac = (N == 0).astype(float)
rng = np.random.default_rng(1)
for _ in range(25):
    e, t, U = -rng.uniform(0, 1), rng.uniform(.05, .5), rng.uniform(.05, 2)
    z = rng.uniform(-1, 2) + 1j*rng.uniform(.05, .5)
    H = sym(e, t, U); psi = ground(H); c, wp, wm, em = closed(e, t, U)
    assert np.allclose(sector(H, N == 1)[0], [e-t, e-t, e+t, e+t], atol=1e-12)
    assert np.allclose(sector(H, N == 3)[0], 3*e+U+t*np.array([-1, -1, 1, 1]), atol=1e-12)
    assert np.allclose(sector(H, N == 2)[0], 2*e+np.array([(U-c)/2, 0, 0, 0, U, (U+c)/2]), atol=1e-12)
    ab, aa = psi @ bu.T @ bd.T @ vac, psi @ au.T @ ad.T @ vac
    assert abs(ab**2-wp) < 1e-10 and abs(aa**2-wm) < 1e-10 and abs(2*ab*aa+U/c) < 1e-10
    G4 = G_solve(H, psi, z, range(4)); G = G4[:2, :2]
    assert np.allclose(G, G_closed(e, t, U, z), atol=1e-9) and np.allclose(G4[:2, 2:], 0, atol=1e-10)
    h = np.array([[e, -t], [-t, e]]); free = np.linalg.inv(z*np.eye(2)-h)
    sig = to_sites(U/2+U*U/4/(z-em-3*t), U/2+U*U/4/(z-em+3*t))
    assert np.allclose(z*np.eye(2)-h-np.linalg.inv(G), sig, atol=1e-8)
    assert np.allclose(G_solve(H, vac, z), free, atol=1e-10)
    H0 = sym(e, t, 0.)
    assert np.allclose(G_solve(H0, ground(H0), z), free, atol=1e-10)

# general Lehmann sum on an asymmetric dimer: propagation against diagonalization
Ha = dimer(c4, -.7, -.5, .1, .4, .3); pa = ground(Ha); Ea = pa @ Ha @ pa
Em, Vm = sector(Ha, (nup == 0) & (ndn == 1)); Ep, Vp = sector(Ha, (nup == 2) & (ndn == 1))
lp = np.r_[Ea-Em, Ep-Ea]; lw = np.r_[(Vm.T@c4[0]@pa)**2, (Vp.T@c4[0].T@pa)**2]; o = np.argsort(lp)
om, w = g_poles(Ha)
assert len(om) == 4 and np.allclose(om, lp[o], atol=1e-8) and np.allclose(w, lw[o], atol=1e-8)

# worked example
e, t, U, C, d, z = -.6, .1, .4, .25, .05, -.4+.05j
H = sym(e, t, U); psi = ground(H); c, wp, wm, em = closed(e, t, U)
gb, wb = g_poles(H, bu); ga, wa = g_poles(H, au); g1, w1 = g_poles(H); r, wr = r_poles(H)
assert len(gb) == 2 and len(ga) == 2 and len(g1) == 4 and len(r) == 4
assert np.allclose(gb, [em+t-c/2, em+t+c/2], atol=1e-8) and np.allclose(wb, [wp, wm], atol=1e-8)
assert np.allclose(ga, [em-t-c/2, em-t+c/2], atol=1e-8) and np.allclose(wa, [wm, wp], atol=1e-8)
assert abs(w1.sum()-1) < 1e-9 and abs(g1[2]-g1[1]-(c-2*t)) < 1e-8
assert np.allclose(r, 2*e+np.array([(U-c)/2, 0, U, (U+c)/2]), atol=1e-8)
assert np.allclose(wr, [1, 3, 1, 1], atol=1e-7)
nearest = np.abs(np.subtract.outer(g1, r)).min()
assert nearest > 1e-2
dt, n = .05, 12001                      # cutoff exp(-30); Simpson error about 1e-8
sw = np.ones(n); sw[1:-1:2] = 4; sw[2:-1:2] = 2
kern = -1j*sw*dt/3*np.exp(1j*z*dt*np.arange(n))
Gq = [kern @ signal(H, psi, c4[0], c4[j], dt, n) for j in (0, 1)]
assert np.allclose(Gq, G_closed(e, t, U, z)[0], atol=1e-6)
HC, Hd = H + C*np.eye(16), sym(e+d, t, U)
gC, rC, gd, rd = g_poles(HC)[0], r_poles(HC)[0], g_poles(Hd)[0], r_poles(Hd)[0]
assert np.allclose(gC, g1, atol=1e-8) and np.allclose(rC, r+C, atol=1e-8)
assert np.allclose(gd, g1+d, atol=1e-8) and np.allclose(rd, r+2*d, atol=1e-8)
c8 = annihilators(8)
H8 = dimer(c8[:4], e, e, t, U, U) + dimer(c8[4:], e, e, t, U, U)
E8, V8 = sector(H8, np.rint(sum(np.diag(x.T@x) for x in c8)) == 4)
g8, w8 = pencil(signal(H8, V8[:, 0], c8[0], c8[0], DT, 2*L))
assert len(g8) == 4 and np.allclose(g8, g1, atol=1e-8) and np.allclose(w8, w1, atol=1e-8)
assert abs(E8[0]-2*r[0]) < 1e-8
shared = lambda x, y: int(np.sum(np.abs(np.subtract.outer(x, y)) < 1e-7))
Hx, Hy = sym(0., t, 3*t), sym(-d, t, 3*t)
gx, rx, gy, ry = g_poles(Hx)[0], r_poles(Hx)[0], g_poles(Hy)[0], r_poles(Hy)[0]
assert shared(gx, rx) == 2 and shared(gy, ry) == 0
Hs = sym(e, 1e-3, U)                    # corrections are of order t^2, a few 1e-4 here
assert abs(G_solve(Hs, ground(Hs), z)[0, 0] - .5/(z-e) - .5/(z-e-U)) < 1e-3
D = np.diag(occ[0]+occ[2]-occ[1]-occ[3]).astype(float)
od, wd = pencil(np.array([(expm(-1j*DT*k*H)@psi).conj() @ D @ expm(-1j*DT*k*H) @ D @ psi
                          for k in range(2*L)]))
assert len(od) == 1 and abs(od[0]-(U+c)/2) < 1e-8 and abs(wd[0]-2*(1-U/c)) < 1e-8

f = lambda x: " ".join(f"{round(float(v), 4)+0.0:.4f}" for v in np.atleast_1d(x))
zc = lambda x: f"{x.real:.5f}{x.imag:+.5f}i"
print(f"inputs: eps = {e} Ha, t = {t} Ha, U = {U} Ha")
print("c =", f(c), "Ha; c/2 =", f(c/2), "Ha; eps+U/2 =", f(em), "Ha")
print("4t/c =", f(4*t/c), "; U/c =", f(U/c), "; w+ w- =", f([wp, wm]))
print("E(N=1), each twice:", f(sector(H, N == 1)[0][::2]), "Ha")
print("E(N=2):", f(sector(H, N == 2)[0]), "Ha")
print("E(N=3), each twice:", f(sector(H, N == 3)[0][::2]), "Ha")
print("G_b poles (removal, addition):", f(gb), "Ha; weights", f(wb))
print("G_a poles (removal, addition):", f(ga), "Ha; weights", f(wa))
print("G_11 poles:", f(g1), "Ha")
print("G_11 poles:", " ".join(f"{v*EV:.2f}" for v in g1), "eV")
print("G_11 weights:", f(w1), "; sum", f(w1.sum()))
print("Tr R_2 poles:", f(r), "Ha; weights", f(wr))
print("closest G pole to an R_2 pole:", f(nearest), "Ha")
print(f"ionization energy = {-g1[1]:.4f} Ha = {-g1[1]*EV:.2f} eV")
print(f"electron affinity = {-g1[2]:.4f} Ha = {-g1[2]*EV:.2f} eV")
print(f"gap = {g1[2]-g1[1]:.4f} Ha = {(g1[2]-g1[1])*EV:.2f} eV")
print("z =", zc(z), "Ha")
print("G_11(z) time integral =", zc(Gq[0]), "1/Ha")
print("G_11(z) closed form   =", zc(G_closed(e, t, U, z)[0, 0]), "1/Ha")
print("G_12(z) time integral =", zc(Gq[1]), "1/Ha")
print("<0|R_2(z)|0> =", zc(psi @ np.linalg.solve(z*np.eye(16)-H, psi)), "1/Ha")
print(f"H + C, C = {C} Ha: G poles", f(gC), "Ha")
print(f"H + C, C = {C} Ha: R poles", f(rC), "Ha")
print(f"eps + delta, delta = {d} Ha: G poles", f(gd), "Ha")
print(f"eps + delta, delta = {d} Ha: R poles", f(rd), "Ha")
print("two dimers: G poles", f(g8), "Ha; lowest R_4 pole", f(E8[0]), "Ha")
print(f"eps = 0, U = {3*t:.1f} Ha: G poles", f(gx), "Ha")
print(f"eps = 0, U = {3*t:.1f} Ha: R poles", f(rx), "Ha; shared", shared(gx, rx))
print(f"eps = {-d}, U = {3*t:.1f} Ha: G poles", f(gy), "Ha")
print(f"eps = {-d}, U = {3*t:.1f} Ha: R poles", f(ry), "Ha; shared", shared(gy, ry))
print("U = 0: G poles", f(g_poles(sym(e, t, 0.))[0]), "Ha; R poles", f(r_poles(sym(e, t, 0.))[0]), "Ha")
print("Sigma poles (b, a):", f([em+3*t, em-3*t]), "Ha; residue", f(U*U/4), "Ha^2; static", f(U/2), "Ha")
print("neutral excitations E(N=2)-E0:", f(r[1:]-r[0]), "Ha")
print("<D(t)D> frequency", f(od), "Ha; weight", f(wd))
print("asymmetric dimer eps -0.7 -0.5, t 0.1, U 0.4 0.3 Ha: G_11 poles", f(om), "Ha")
print("all tests passed")
```

It prints:

```
inputs: eps = -0.6 Ha, t = 0.1 Ha, U = 0.4 Ha
c = 0.5657 Ha; c/2 = 0.2828 Ha; eps+U/2 = -0.4000 Ha
4t/c = 0.7071 ; U/c = 0.7071 ; w+ w- = 0.8536 0.1464
E(N=1), each twice: -0.7000 -0.5000 Ha
E(N=2): -1.2828 -1.2000 -1.2000 -1.2000 -0.8000 -0.7172 Ha
E(N=3), each twice: -1.5000 -1.3000 Ha
G_b poles (removal, addition): -0.5828 -0.0172 Ha; weights 0.8536 0.1464
G_a poles (removal, addition): -0.7828 -0.2172 Ha; weights 0.1464 0.8536
G_11 poles: -0.7828 -0.5828 -0.2172 -0.0172 Ha
G_11 poles: -21.30 -15.86 -5.91 -0.47 eV
G_11 weights: 0.0732 0.4268 0.4268 0.0732 ; sum 1.0000
Tr R_2 poles: -1.2828 -1.2000 -0.8000 -0.7172 Ha; weights 1.0000 3.0000 1.0000 1.0000
closest G pole to an R_2 pole: 0.0172 Ha
ionization energy = 0.5828 Ha = 15.86 eV
electron affinity = 0.2172 Ha = 5.91 eV
gap = 0.3657 Ha = 9.95 eV
z = -0.40000+0.05000i Ha
G_11(z) time integral = -0.00000-1.23687i 1/Ha
G_11(z) closed form   = 0.00000-1.23687i 1/Ha
G_12(z) time integral = 3.96733-0.00000i 1/Ha
<0|R_2(z)|0> = 1.12908-0.06395i 1/Ha
H + C, C = 0.25 Ha: G poles -0.7828 -0.5828 -0.2172 -0.0172 Ha
H + C, C = 0.25 Ha: R poles -1.0328 -0.9500 -0.5500 -0.4672 Ha
eps + delta, delta = 0.05 Ha: G poles -0.7328 -0.5328 -0.1672 0.0328 Ha
eps + delta, delta = 0.05 Ha: R poles -1.1828 -1.1000 -0.7000 -0.6172 Ha
two dimers: G poles -0.7828 -0.5828 -0.2172 -0.0172 Ha; lowest R_4 pole -2.5657 Ha
eps = 0, U = 0.3 Ha: G poles -0.2000 0.0000 0.3000 0.5000 Ha
eps = 0, U = 0.3 Ha: R poles -0.1000 0.0000 0.3000 0.4000 Ha; shared 2
eps = -0.05, U = 0.3 Ha: G poles -0.2500 -0.0500 0.2500 0.4500 Ha
eps = -0.05, U = 0.3 Ha: R poles -0.2000 -0.1000 0.2000 0.3000 Ha; shared 0
U = 0: G poles -0.7000 -0.5000 Ha; R poles -1.4000 -1.2000 -1.0000 Ha
Sigma poles (b, a): -0.1000 -0.7000 Ha; residue 0.0400 Ha^2; static 0.2000 Ha
neutral excitations E(N=2)-E0: 0.0828 0.4828 0.5657 Ha
<D(t)D> frequency 0.4828 Ha; weight 0.5858
asymmetric dimer eps -0.7 -0.5, t 0.1, U 0.4 0.3 Ha: G_11 poles -0.8414 -0.5586 -0.2618 -0.0382 Ha
all tests passed
```
